**Metal-oxygen coupling and the conduction level of a rocksalt oxide at Gamma**

The program tests the level $E_+=(E_m+E_s)/2+\sqrt{((E_m-E_s)/2)^2+36V^2}$, where $E_m$ and $E_s$ are the metal-$s$ and oxygen-$2s$ site energies and $V$ is the $s$-$s$ hopping on one bond. Overlaps of Gaussian trial orbitals, found by quadrature, confirm that the six $s$ terms are equal and that the $p$ terms cancel. A periodic crystal of 216 atoms is diagonalized in real space, and the program asserts that the uniform metal state contains just the two predicted levels, with the predicted weights. For the model parameters the output gives $E_+=4.068$ eV above the oxygen-$2p$ level, with a metal weight of 0.911. A scan of the Brillouin zone on a mesh asserts that the conduction minimum lies at X without metal-metal hopping and at Gamma when that hopping is $-0.2$ eV. In the second case the Gamma level is 1.904 eV. The remaining lines size orbital overlap, more distant neighbours, a sublattice displacement and band filling, each taken separately.

## Numerical check

```python
"""Rocksalt oxide at Gamma: metal s, oxygen 2s and 2p, nearest-neighbour bonds.

Result under test: the metal-s/O-p Bloch coupling is zero, the metal-s/O-s
coupling is 6V, and the antibonding level is
    E+ = (Em+Es)/2 + sqrt(((Em-Es)/2)^2 + 36 V^2).
Em, Es, Ep: metal-s, O-2s, O-2p site energies (eV, zero at O-2p)
V, VSP: s-s and s-p sigma hopping on one metal-oxygen bond (eV)
T_MM: metal-metal s hopping (eV);  D: metal-oxygen distance (nm)
All parameters are round model values, not fitted to a material.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

EM, ES, EP = 2.0, -17.0, 0.0
V, VSP, T_MM = -1.1, 1.3, -0.2
D = 0.235
NEAR = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                 if np.dot(v, v) == 1])
SECOND = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                   if np.dot(v, v) == 2])


def upper_level(e_metal, e_oxygen, coupling):
    """Derived closed form for the upper root of the two-level block."""
    return ((e_metal + e_oxygen) / 2
            + np.hypot((e_metal - e_oxygen) / 2, coupling))


def bloch(kd, t=0.0):
    """Bloch matrix from explicit neighbour sums; kd = k times D."""
    h = np.diag([EM, ES, EP, EP, EP]).astype(complex)
    phase = np.exp(1j * NEAR @ kd)
    h[0, 1] = V * phase.sum()
    h[0, 2:] = VSP * (phase @ NEAR)
    h[0, 0] += t * np.exp(1j * SECOND @ kd).sum().real
    h[1:, 0] = h[0, 1:].conj()
    return h


def trial_overlaps():
    """Quadrature overlaps of a metal s Gaussian with O s and O p Gaussians."""
    alpha, beta = 80.0, 120.0  # nm^-2
    axis = np.linspace(-0.72, 0.72, 37) + 0.007  # grid not centred on the atom
    x = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    cell = (axis[1] - axis[0]) ** 3
    metal = (2 * alpha / np.pi) ** 0.75 * np.exp(-alpha * (x**2).sum(axis=0))
    rows = []
    for n in NEAR:
        r = x - D * n[:, None, None, None]
        s = (2 * beta / np.pi) ** 0.75 * np.exp(-beta * (r**2).sum(axis=0))
        p = 2 * np.sqrt(beta) * r * s
        rows.append([cell * (metal * s).sum()]
                    + [cell * (metal * p[j]).sum() for j in range(3)])
    return np.array(rows)


def crystal(t):
    """Real-space periodic crystal: spectrum and weights of uniform metal s."""
    edge = 6
    sites = list(itertools.product(range(edge), repeat=3))
    start, size = {}, 0
    for site in sites:
        start[site] = size
        size += 1 if sum(site) % 2 == 0 else 4
    h = np.zeros((size, size))
    uniform = np.zeros(size)
    for site in sites:
        i = start[site]
        if sum(site) % 2:
            h[i, i] = ES
            for j in range(1, 4):
                h[i + j, i + j] = EP
            continue
        uniform[i] = 1.0
        h[i, i] += EM
        for n in NEAR:
            j = start[tuple((np.array(site) + n) % edge)]
            elements = np.concatenate(([V], VSP * n))
            h[i, j:j + 4] += elements
            h[j:j + 4, i] += elements
        for n in SECOND:
            h[i, start[tuple((np.array(site) + n) % edge)]] += t
    assert np.allclose(h, h.T)
    energies, states = np.linalg.eigh(h)
    uniform /= np.linalg.norm(uniform)
    return energies, (states.T @ uniform) ** 2


def displaced(u):
    """Gamma matrix after moving the metal sublattice by u along x."""
    h = np.diag([EM, ES, EP, EP, EP]).astype(float)
    for n in NEAR:
        bond = D * n - np.array([u, 0, 0])
        length = np.linalg.norm(bond)
        scale = (D / length) ** 3
        h[0, 1] += V * scale
        h[0, 2:] += VSP * scale * bond / length
    h[1:, 0] = h[0, 1:]
    return h


# Angular cancellation and addition, checked with actual orbitals.
overlap = trial_overlaps()
assert np.ptp(overlap[:, 0]) < 1e-8 and overlap[0, 0] > 0.01
assert np.max(np.abs(overlap[:, 1:].sum(axis=0))) < 1e-8
plus_x = int(np.where(NEAR[:, 0] == 1)[0][0])
minus_x = int(np.where(NEAR[:, 0] == -1)[0][0])
p_size = -overlap[plus_x, 1]
assert p_size > 0.01
assert np.allclose(overlap[:, 1:], -p_size * NEAR, atol=1e-8)

# Gamma levels and character.
gamma = bloch(np.zeros(3))
energies, states = np.linalg.eigh(gamma)
e_plus = upper_level(EM, ES, 6 * V)
e_minus = EM + ES - e_plus
root = np.hypot((EM - ES) / 2, 6 * V)
metal_weight = (1 + (EM - ES) / (2 * root)) / 2
assert np.allclose(energies, [e_minus, EP, EP, EP, e_plus], atol=1e-10)
ratio = (states[1, -1] / states[0, -1]).real
assert ratio < 0 and abs(ratio - 6 * V / (e_plus - ES)) < 1e-10

# Independent real-space crystal, with and without metal-metal hopping.
for t in (0.0, T_MM):
    levels, weights = crystal(t)
    em_gamma = EM + 12 * t
    high = upper_level(em_gamma, ES, 6 * V)
    low = em_gamma + ES - high
    half = np.hypot((em_gamma - ES) / 2, 6 * V)
    expected = (1 + (em_gamma - ES) / (2 * half)) / 2
    assert abs(weights[abs(levels - high) < 1e-8].sum() - expected) < 1e-8
    assert abs(weights[abs(levels - low) < 1e-8].sum() - 1 + expected) < 1e-8


# Position of the minimum in the zone.
def gamma_level(t):
    return upper_level(EM + 12 * t, ES, 6 * V)


def x_level(t):
    return upper_level(EM - 4 * t, ES, 2 * V)


mesh = np.linspace(0, np.pi, 13)
points = [np.array(k) for k in itertools.product(mesh, repeat=3)]
minimum_bare = min(np.linalg.eigvalsh(bloch(k))[-1] for k in points)
minimum_full = min(np.linalg.eigvalsh(bloch(k, T_MM))[-1] for k in points)
assert abs(minimum_bare - x_level(0)) < 1e-9 and x_level(0) < e_plus
assert abs(minimum_full - gamma_level(T_MM)) < 1e-9
assert gamma_level(T_MM) < x_level(T_MM)
t_critical = brentq(lambda t: gamma_level(t) - x_level(t), -1, 0)
x_point = np.array([np.pi, 0, 0])
for factor, gamma_is_lower in ((0.9, False), (1.1, True)):
    t = factor * t_critical
    e_g = np.linalg.eigvalsh(bloch(np.zeros(3), t))[-1]
    e_x = np.linalg.eigvalsh(bloch(x_point, t))[-1]
    assert (e_g < e_x) == gamma_is_lower

# Condition for the antibonding level to lie above O-p when Em < Ep.
for e_metal in (-1.0, -2.0, -3.0, -4.0):
    trial = gamma.copy()
    trial[0, 0] = e_metal
    above = np.linalg.eigvalsh(trial)[-1] > EP + 1e-9
    assert above == (36 * V**2 > (EP - e_metal) * (EP - ES))

# Neglected effects, each sized separately.
S_BOND, V_THIRD = 0.03, -0.05
e_overlap = eigh([[EM, 6 * V], [6 * V, ES]],
                 [[1, 6 * S_BOND], [6 * S_BOND, 1]], eigvals_only=True)[-1]
assert abs((e_overlap - EM) * (e_overlap - ES)
           - (6 * V - 6 * S_BOND * e_overlap) ** 2) < 1e-8
third = np.array(list(itertools.product((-1, 1), repeat=3)))
assert len(third) == 8 and not third.sum(axis=0).any()
e_third = upper_level(EM, ES, 6 * V + len(third) * V_THIRD)

PP_SIGMA, PP_PI = 0.2, -0.05
pp_block = np.zeros((3, 3))
for n in SECOND / np.sqrt(2):
    pp_block += PP_SIGMA * np.outer(n, n) + PP_PI * (np.eye(3) - np.outer(n, n))
pp_shift = 4 * PP_SIGMA + 8 * PP_PI
assert np.allclose(pp_block, pp_shift * np.eye(3))
with_pp = gamma.copy()
with_pp[2:, 2:] += pp_block
assert abs(np.linalg.eigvalsh(with_pp)[-1] - e_plus) < 1e-10

# Metal d functions have vanishing angular sums with six O-s orbitals.
d_sums = [(3 * NEAR[:, 2]**2 - 1).sum(),
          (NEAR[:, 0]**2 - NEAR[:, 1]**2).sum(),
          (NEAR[:, 0] * NEAR[:, 1]).sum(),
          (NEAR[:, 0] * NEAR[:, 2]).sum(),
          (NEAR[:, 1] * NEAR[:, 2]).sum()]
assert not np.any(d_sums)

U = 0.01
small = 1e-4
assert abs(displaced(small)[0, 2] / (2 * VSP * small / D) - 1) < 1e-4
moved = displaced(U)
moved_shift = np.linalg.eigvalsh(moved)[-1] - e_plus

DENSITY_CM3, TEMPERATURE = 1e20, 300.0
k_fermi = (3 * np.pi**2 * DENSITY_CM3 * 1e-21) ** (1 / 3)
fill = []
for direction in ((1, 0, 0), (1, 1, 1)):
    unit = np.array(direction) / np.linalg.norm(direction)
    fill.append(np.linalg.eigvalsh(bloch(k_fermi * D * unit, T_MM))[-1]
                - gamma_level(T_MM))
assert min(fill) > 0
thermal = const.k * TEMPERATURE / const.e
assert min(fill) > 3 * thermal


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Model inputs (energy zero: O-2p site level)")
show("metal-s site energy Em", EM)
show("O-2s site energy Es", ES)
show("O-2p site energy Ep", EP)
show("s-s hopping V", V)
show("s-p hopping Vsp", VSP)
show("metal-oxygen distance d", D, "nm")
show("cubic lattice constant 2d", 2 * D, "nm")
print("Trial-orbital overlaps (symmetry check only)")
show("metal s with one O s", overlap[0, 0], "(no unit)", 4)
show("sum over six O s", overlap[:, 0].sum(), "(no unit)", 4)
show("metal s with px at +x", overlap[plus_x, 1], "(no unit)", 4)
show("metal s with px at -x", overlap[minus_x, 1], "(no unit)", 4)
show("size of sum over six px", abs(overlap[:, 1].sum()), "(no unit)", 4)
print("Nearest-neighbour result at Gamma")
show("s-s Bloch coupling 6V", gamma[0, 1].real)
show("size of s-p Bloch coupling", np.max(np.abs(gamma[0, 2:])))
show("mean site energy", (EM + ES) / 2)
show("half site-energy difference", (EM - ES) / 2)
show("square root R", root)
show("antibonding level E+", e_plus)
show("bonding level E-", e_minus)
show("upward push E+ - Em", e_plus - EM)
show("weak-coupling push", 36 * V**2 / (EM - ES))
show("amplitude ratio cO/cM", ratio, "(no unit)")
show("metal weight in E+", metal_weight, "(no unit)")
show("O-2s weight in E+", 1 - metal_weight, "(no unit)")
show("upper level at X, no metal-metal hopping", x_level(0))
print("Neglected effects, one at a time")
show("metal-metal hopping t", T_MM)
show("Gamma level with t", gamma_level(T_MM))
show("shift of Gamma level by t", gamma_level(T_MM) - e_plus)
show("X level with t", x_level(T_MM))
show("critical t for equal Gamma and X levels", t_critical)
show("overlap per bond", S_BOND, "(no unit)")
show("shift of E+ by overlap", e_overlap - e_plus)
show("third-shell s-s hopping V3", V_THIRD)
show("shift of E+ by third shell", e_third - e_plus)
show("O-O pp sigma hopping", PP_SIGMA)
show("O-O pp pi hopping", PP_PI)
show("shift of O-p level at Gamma", pp_shift)
show("sublattice displacement u", U, "nm")
show("s-p coupling after displacement", moved[0, 2], "eV", 4)
show("shift of E+ by displacement", moved_shift, "eV", 4)
print(f"electron density: {DENSITY_CM3:.1e} cm^-3")
show("Fermi wavevector", k_fermi, "nm^-1")
show("filling energy along [100], with t", fill[0])
show("filling energy along [111], with t", fill[1])
show("temperature", TEMPERATURE, "K", 0)
show("thermal energy kT", thermal, "eV", 4)
print("tests ok")
```

Printed output:

```
Model inputs (energy zero: O-2p site level)
metal-s site energy Em: 2.000 eV
O-2s site energy Es: -17.000 eV
O-2p site energy Ep: 0.000 eV
s-s hopping V: -1.100 eV
s-p hopping Vsp: 1.300 eV
metal-oxygen distance d: 0.235 nm
cubic lattice constant 2d: 0.470 nm
Trial-orbital overlaps (symmetry check only)
metal s with one O s: 0.0685 (no unit)
sum over six O s: 0.4108 (no unit)
metal s with px at +x: -0.1410 (no unit)
metal s with px at -x: 0.1410 (no unit)
size of sum over six px: 0.0000 (no unit)
Nearest-neighbour result at Gamma
s-s Bloch coupling 6V: -6.600 eV
size of s-p Bloch coupling: 0.000 eV
mean site energy: -7.500 eV
half site-energy difference: 9.500 eV
square root R: 11.568 eV
antibonding level E+: 4.068 eV
bonding level E-: -19.068 eV
upward push E+ - Em: 2.068 eV
weak-coupling push: 2.293 eV
amplitude ratio cO/cM: -0.313 (no unit)
metal weight in E+: 0.911 (no unit)
O-2s weight in E+: 0.089 (no unit)
upper level at X, no metal-metal hopping: 2.251 eV
Neglected effects, one at a time
metal-metal hopping t: -0.200 eV
Gamma level with t: 1.904 eV
shift of Gamma level by t: -2.163 eV
X level with t: 3.041 eV
critical t for equal Gamma and X levels: -0.123 eV
overlap per bond: 0.030 (no unit)
shift of E+ by overlap: 0.487 eV
third-shell s-s hopping V3: -0.050 eV
shift of E+ by third shell: 0.233 eV
O-O pp sigma hopping: 0.200 eV
O-O pp pi hopping: -0.050 eV
shift of O-p level at Gamma: 0.400 eV
sublattice displacement u: 0.010 nm
s-p coupling after displacement: 0.1134 eV
shift of E+ by displacement: 0.0098 eV
electron density: 1.0e+20 cm^-3
Fermi wavevector: 1.436 nm^-1
filling energy along [100], with t: 0.305 eV
filling energy along [111], with t: 0.311 eV
temperature: 300 K
thermal energy kT: 0.0259 eV
tests ok
```
